# First-order spin-orbit and dipolar energies cancel in a term's weighted sum

**Q.** A term with given $L$ and $S$ splits into levels of different $J$. I am told that spin-orbit and spin-spin coupling do not move its centre of gravity. Why should three different interactions, with different radial integrals, all respect the same average?

**A.** We should first fix what is being averaged. Take an $N$-electron atom with a spin-free, rotationally invariant Hamiltonian $H_0$. One of its terms consists of $(2L+1)(2S+1)$ degenerate states $|M_LM_S\rangle$, well separated from all other terms. Let $V$ be the perturbation made of spin-orbit and dipolar spin-spin coupling. To first order, the level shifts are the eigenvalues of $V$ within the term. The claim to examine is

$$\sum_J(2J+1)E_J=0,\qquad E_J=\langle JM|V|JM\rangle .$$

**Q.** You have already assumed that the states $|JM\rangle$ diagonalize $V$, and that $E_J$ does not depend on $M$.

**A.** Both follow from $[V,\mathbf J]=0$, because $V$ does not change when orbits and spins are rotated together. Sandwiching $[J^2,V]=0$ between two states gives, with $\hbar=1$,

$$[J'(J'+1)-J(J+1)]\,\langle J'M'|V|JM\rangle=0 ,$$

so elements with $J'\neq J$ vanish. The same argument with $J_z$ removes those with $M'\neq M$. Each $J$ from $|L-S|$ to $L+S$ occurs once in the term, so $V$ is diagonal.

For the second point, write $J_-|JM\rangle=c\,|J,M-1\rangle$ with $c\neq0$. Then $J_+J_-|JM\rangle=c^2|JM\rangle$, and since $J_+$ commutes with $V$,

$$\langle J,M-1|V|J,M-1\rangle=\frac{\langle JM|VJ_+J_-|JM\rangle}{c^2}=\langle JM|V|JM\rangle .$$

Each $E_J$ therefore appears $2J+1$ times on the diagonal, and the weighted sum is the trace of $V$ over the term. A trace is the same in every orthonormal basis:

$$\sum_J(2J+1)E_J=\sum_{M_L}\sum_{M_S}\langle M_LM_S|V|M_LM_S\rangle .$$

The weights count states. No coupling coefficients are needed from here on.

**Q.** That only rewrites the sum. What is in $V$?

**A.** In atomic units, with spin $g$-factor 2, an infinitely heavy nucleus of charge $Z$ and fine-structure constant $\alpha$, there are three parts:

$$V_{\rm nuc}=\frac{\alpha^2Z}{2}\sum_i\frac{\mathbf l_i\cdot\mathbf s_i}{r_i^3},$$

$$V_{\rm ee}=-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\mathbf s_j),$$

$$V_{\rm dip}=\alpha^2\sum_{i<j}\left[\frac{\mathbf s_i\cdot\mathbf s_j}{r_{ij}^3}-\frac{3(\mathbf s_i\cdot\mathbf r_{ij})(\mathbf s_j\cdot\mathbf r_{ij})}{r_{ij}^5}\right],$$

where $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$. The first couples a spin to its own orbit around the nucleus. The second contains the coupling of a spin to its own motion past another electron and, with the factor 2, to the other electron's motion. The third is the interaction of two magnetic dipoles at a distance.

In the first two, collect everything that multiplies $\mathbf s_i$. In the term with $2\mathbf s_j$ this means exchanging the labels $i$ and $j$. The result is

$$V_{\rm nuc}+V_{\rm ee}=\sum_i\mathbf v_i\cdot\mathbf s_i,$$

$$\mathbf v_i=\frac{\alpha^2Z}{2}\frac{\mathbf l_i}{r_i^3}-\frac{\alpha^2}{2}\sum_{j\ne i}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}-\alpha^2\sum_{j\ne i}\frac{\mathbf r_{ji}\times\mathbf p_j}{r_{ij}^3}.$$

However complicated $\mathbf v_i$ is, it contains no spin.

**Q.** For one electron I would say that the average of $s_z$ over spin up and spin down is zero. With many electrons the state need not be an orbital function times a spin function, so that argument fails.

**A.** It can be replaced by one that never splits the state. The total spin $\mathbf S=\sum_i\mathbf s_i$ changes $M_S$ but leaves $M_L$ and the term alone. Fix $M_L$, abbreviate the states as $|M\rangle$ with $M=M_S$, and let $X$ be any operator. Between $S_a$ and $X$ we may insert the states $|M'\rangle$ of the same set, because $S_a$ leads nowhere else:

$$\sum_M\langle M|[S_a,X]|M\rangle=\sum_{M,M'}\left[(S_a)_{MM'}X_{M'M}-X_{MM'}(S_a)_{M'M}\right]=0 .$$

Exchanging the names $M$ and $M'$ in the second part makes it equal to the first. The operator $X$ may lead out of the term, or even act on one labelled electron; only the elements shown enter.

Now use the spin commutator $[S_x,s_{iy}]=is_{iz}$, that is, $s_{iz}=-i[S_x,s_{iy}]$. Since $v_{iz}$ contains no spin, it commutes with $S_x$ and can be moved inside:

$$v_{iz}s_{iz}=-i\,[S_x,\,v_{iz}s_{iy}] .$$

Its sum over $M_S$ is zero. The cyclic changes $x\to y\to z\to x$ give the same for the other two components. Thus the spin-orbit energies, nuclear and two-electron, sum to zero over $M_S$ at each fixed $M_L$. Summing over $M_L$ then gives the claim for this part.

**Q.** The dipolar interaction has two spins. A product such as $s_{iz}s_{jz}$ equals $+\tfrac14$ when both spins are up and also when both are down. Reversing the spins does not cancel it.

**A.** Correct, and the cancellation has a different origin. Write

$$V_{\rm dip}=\sum_{i<j}\sum_{ab}D_{ab}\,s_{ia}s_{jb},\qquad D_{ab}=\alpha^2\left(\frac{\delta_{ab}}{r_{ij}^3}-\frac{3r_ar_b}{r_{ij}^5}\right),$$

where $r_a$ are the components of $\mathbf r_{ij}$. The array $D_{ab}$ is symmetric, and its trace is $\alpha^2(3-3)/r_{ij}^3=0$. Therefore only the symmetric, traceless part of the spin product contributes:

$$t_{ab}=\tfrac12(s_{ia}s_{jb}+s_{ib}s_{ja})-\tfrac13\delta_{ab}\,\mathbf s_i\cdot\mathbf s_j .$$

The rotation rules are $[S_z,s_x]=is_y$, $[S_z,s_y]=-is_x$ and $[S_z,s_z]=0$ for each electron. They give

$$[S_z,t_{xz}]=\tfrac12(is_{iy}s_{jz}+is_{iz}s_{jy})=i\,t_{yz}.$$

So $t_{yz}$ is a commutator with $S_z$, and its $M_S$ sum vanishes; cyclic changes cover $t_{zx}$ and $t_{xy}$. For the diagonal components,

$$[S_z,s_{ix}s_{jy}]=is_{iy}s_{jy}-is_{ix}s_{jx},$$

$$[S_z,s_{iy}s_{jx}]=-is_{ix}s_{jx}+is_{iy}s_{jy}.$$

Half the sum of these two lines is

$$[S_z,t_{xy}]=i(s_{iy}s_{jy}-s_{ix}s_{jx})=i(t_{yy}-t_{xx}),$$

because the $\mathbf s_i\cdot\mathbf s_j$ pieces cancel in the difference. Let $F$ be any spin-free factor, here a component of $D$. It can stand inside all these commutators, so the $M_S$ sums of $Ft_{xx}$ and $Ft_{yy}$ are equal, and by a cyclic change that of $Ft_{zz}$ is equal too. But $t_{xx}+t_{yy}+t_{zz}=0$. Three equal numbers with sum zero are each zero.

This completes the proof, separately for $V_{\rm nuc}$, $V_{\rm ee}$ and $V_{\rm dip}$. Two limits are immediate. If $L=0$ or $S=0$ there is a single $J$, so its first-order energy must itself be zero.

**Q.** Then what can move the centre of gravity? The argument seems to abolish everything.

**A.** It abolishes what can be written as commutators with $\mathbf S$. An operator $K$ that commutes with $\mathbf S$, a spin scalar, escapes it; the unit operator is the simplest case. If $K$ is also invariant under joint rotations, it commutes with $\mathbf J$ and hence with $\mathbf L=\mathbf J-\mathbf S$. The raising-operator argument, used now for $\mathbf L$ and $\mathbf S$ separately, shows that $K$ has one common value throughout the term. It shifts every $J$ equally.

The mass-velocity, Darwin and orbit-orbit corrections contain no spin and belong here. So does the contact interaction between electron spins,

$$V_{\rm c}=-\frac{8\pi\alpha^2}{3}\sum_{i<j}\mathbf s_i\cdot\mathbf s_j\,\delta(\mathbf r_{ij}),$$

since $\mathbf s_i\cdot\mathbf s_j$ does not change when all spins turn together. This is why the word "dipolar" matters: the full magnetic interaction of two spins includes $V_{\rm c}$, and for that the sum need not vanish.

**Q.** Show me levels. I want to see the $J$ pattern before any radial integral is computed.

**A.** Take a $^3P$ term, $L=S=1$, and set $X=\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-4]$. For $J=2,1,0$ it equals $1,-1,-2$. By the Wigner–Eckart theorem, a coupling of an orbital vector to a spin vector acts within the term as a multiple of $X$. A coupling of symmetric traceless tensors acts as a multiple of

$$Y=\sum_{ab}\left[\tfrac12(L_aL_b+L_bL_a)-\tfrac13\delta_{ab}L^2\right]S_aS_b .$$

The product $L_aL_b$ gives $X^2$. In the reversed product, $L_bL_a=L_aL_b-i\sum_c\epsilon_{abc}L_c$, and $\sum_{ab}\epsilon_{abc}S_aS_b=iS_c$, so it gives $X^2+X$. Therefore

$$Y=X^2+\tfrac12X-\tfrac13L^2S^2=X^2+\tfrac12X-\tfrac43 ,$$

with values $\tfrac16,-\tfrac56,\tfrac53$ for $J=2,1,0$. Let $A$ and $D$ be the spin-orbit and dipolar energies of the stretched state $M_L=M_S=1$, which belongs to $J=2$. Scaling both patterns to that state gives

$$E_2=A+D,\qquad E_1=-A-5D,\qquad E_0=-2A+10D .$$

With weights 5, 3 and 1, the coefficient of $A$ is $5-3-2=0$ and that of $D$ is $5-15+10=0$.

**Q.** And for a real atom?

**A.** Consider the free helium atom in $1s2p\,^3P$. The $1s$ orbital is the ground state of He$^+$. The $2p$ orbital is the lowest $p$ solution in the field of the nucleus and this frozen $1s$ electron, including the exchange appropriate to the triplet. Both are expanded in Gaussian functions. The integrals of $V$ are evaluated with these orbitals, and the $9\times9$ matrix of the term gives the levels, in cm$^{-1}$:

| Part | $E_0$ | $E_1$ | $E_2$ |
|---|---|---|---|
| $V_{\rm nuc}$ | $-0.7552$ | $-0.3776$ | $0.3776$ |
| $V_{\rm ee}$ | $1.2455$ | $0.6227$ | $-0.6227$ |
| $V_{\rm dip}$ | $0.5516$ | $-0.2758$ | $0.0552$ |
| Total | $1.0419$ | $-0.0307$ | $-0.1900$ |

For the first row, $-0.7552-3(0.3776)+5(0.3776)=0$. For the total, $1.0419-3(0.0307)-5(0.1900)=-0.0002$, where the remainder comes from rounding the entries. The unweighted mean of the three total energies is 0.274 cm$^{-1}$, which is larger than the interval between $J=1$ and $J=2$. The weights cannot be dropped. The last digit of the entries depends on the basis: at the basis limit of this model $\langle r^{-3}\rangle$ of the $2p$ orbital rises by 0.03 per cent, the spin-orbit values of $E_2$ move by about 0.0001 cm$^{-1}$, and $E_1-E_2$ falls from 4.78 to 4.77 GHz.

**Q.** Can I recover any of these entries by hand?

**A.** The nuclear one. In the stretched state the $2p$ electron has $l_z=1$, $s_z=\tfrac12$, and the $1s$ electron has no orbital angular momentum. The calculated orbital has $\langle r^{-3}\rangle=0.064616$ in atomic units, so

$$\frac{\alpha^2Z}{2}\langle r^{-3}\rangle\frac12=\frac{(0.0072974)^2(0.064616)}{2}=1.7205\times10^{-6}\ \text{hartree}.$$

Multiplication by 219475 cm$^{-1}$ per hartree gives 0.378 cm$^{-1}$.

**Q.** Why is the two-electron part larger than the nuclear one, and opposite? Screening by one electron should not overcome a charge of two.

**A.** The other electron's spin is the reason. Shrink the $1s$ charge to a point at the nucleus and ignore exchange. Then $\mathbf r_{12}\times\mathbf p_1/r_{12}^3$ for the $2p$ electron becomes $\mathbf l_1/r_1^3$, and it multiplies $s_{1z}+2s_{2z}=\tfrac32$. The $1s$ electron carries no current, so its own motion adds nothing. The energy is $-\tfrac{\alpha^2}{2}\tfrac32\langle r^{-3}\rangle$, which is $-\tfrac32$ times the nuclear value, or $-0.566$ cm$^{-1}$.

A $1s$ cloud of finite size encloses less than its full charge at each radius, so it makes this direct contribution smaller in magnitude. The calculated value is nevertheless $-0.623$ cm$^{-1}$. Exchange must therefore supply a negative contribution of magnitude at least $0.6227-0.5664=0.056$ cm$^{-1}$. It is in fact much larger: with these orbitals the direct part is $-0.414$ cm$^{-1}$ and the exchange part $-0.209$ cm$^{-1}$. Both carry the spin factor $\tfrac32$; without the other electron's spin it would be $\tfrac12$, and the total $-0.208$ cm$^{-1}$, smaller in magnitude than the nuclear value.

**Q.** How far should I trust the splittings?

**A.** The intervals are $E_0-E_1=1.07$ cm$^{-1}$ (32.2 GHz) and $E_1-E_2=0.159$ cm$^{-1}$ (4.78 GHz). The second is delicate. With $A=-0.2452$, the sum of the unrounded nuclear and two-electron values of $E_2$, and $D=0.0552$ cm$^{-1}$,

$$E_1-E_2=-2A-6D=0.490-0.331=0.159\ \text{cm}^{-1}.$$

A ten per cent change in $A$ alone would change this interval by 0.049 cm$^{-1}$, about 31 per cent of its value. The model omits correlation, relaxation of the $1s$ orbital and quantum-electrodynamic corrections, so the small interval should be read as an order of magnitude only; the measured intervals are 29.6 and 2.29 GHz, so the large one is 9 per cent too high and the small one too high by a factor of about two. Relaxing the $1s$ orbital alone does not mend this; it raises the small interval to 4.86 GHz. The zero of the weighted sum does not depend on the quality of the radial functions.

**Q.** You also claimed that the cancellation occurs at each $M_L$. Is that visible?

**A.** At $M_L=1$ the diagonal energies, in cm$^{-1}$, are as follows for $M_S=1,0,-1$. Spin-orbit coupling gives $A,0,-A$, or $-0.2452,\,0,\,0.2452$. Dipolar coupling gives $0.0552,-0.1103,0.0552$. The first set cancels by reversal of the spin. The second cancels as $1-2+1$, which answers your objection about two parallel spins: the state with $M_S=0$ pays for both of them.

**Q.** Then let me see something that does move the centre of gravity.

**A.** The one-electron Darwin term is $\tfrac{\pi\alpha^2Z}{2}\sum_i\delta(\mathbf r_i)$. The $2p$ orbital vanishes at the nucleus, so only the $1s$ density counts. In the Gaussian basis the shift is 91.1 cm$^{-1}$ for all three $J$, and the centre of gravity moves by the same 91.1 cm$^{-1}$, while the intervals stay as they were. For the exact He$^+$ orbital the density at the nucleus is $8/\pi$, and the shift would be $8\alpha^2$ hartree, or 93.5 cm$^{-1}$. The basis value is 2.6 per cent lower because a finite sum of Gaussians cannot form the cusp at the nucleus. The mass-velocity and orbit-orbit terms are not included, so 91.1 cm$^{-1}$ is one contribution and not the full relativistic shift.

The contact term is instructive too. In $^3P$ the orbital function changes sign when the electrons are exchanged, so it vanishes at $\mathbf r_{12}=0$ and the contact energy is zero. In $^1P$, built here from the same orbitals, $\mathbf s_1\cdot\mathbf s_2=-\tfrac34$ and the energy is $+2\pi\alpha^2\langle\delta(\mathbf r_{12})\rangle=0.225$ cm$^{-1}$. This term has the single level $J=1$, so its weighted sum is $3\times0.225=0.675$ cm$^{-1}$, not zero.

**Q.** Both helium terms are products of an orbital and a spin function. Your argument was meant for states that are not.

**A.** Take three $d$ electrons and the term $^2H$, with $L=5$, $S=\tfrac12$. An antisymmetric product would need a spin factor that is symmetric or antisymmetric in all three electrons. The symmetric spin functions have $S=\tfrac32$, and three spins one-half have no antisymmetric function. So a doublet state cannot be a single product.

Use the coupling $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. The stretched state, with $J=\tfrac{11}{2}$, has electrons in $m=2$ up, $m=2$ down and $m=1$ up. Its energy is $\zeta(1-1+\tfrac12)=\tfrac12\zeta$. The theorem supplies the other level without another wavefunction:

$$12\left(\tfrac12\zeta\right)+10E_{9/2}=0,\qquad E_{9/2}=-0.6\,\zeta .$$

As a numerical check, the 22 states of $^2H$ are isolated among the 120 determinants of $d^3$ as an eigenspace of $L^2$ and $S^2$, and the coupling is diagonalized within them alone; this gives $0.5\zeta$ and $-0.6\zeta$. For the 28 states of $^4F$ the same procedure gives $-2,\,-\tfrac76,\,0,\,\tfrac32$ in units of $\zeta$ for $J=\tfrac32,\tfrac52,\tfrac72,\tfrac92$. The weighted sum is $-8-7+0+15=0$.

**Q.** Where does the theorem stop?

**A.** At first order. Let $V$ couple the triplet states $t$ to the singlet states $s$, which lie higher by $\Delta$. Second-order perturbation theory lowers the sum of the nine triplet energies by $\sum_{ts}|V_{ts}|^2/\Delta$, so the centre of gravity moves by

$$\delta=-\frac{1}{9\Delta}\sum_{ts}|V_{ts}|^2 .$$

All terms in this sum have the same sign and cannot cancel. In operator language, a product of two spin vectors contains a scalar part, and that part survives the trace.

For helium with these orbitals, $\Delta$ is twice the $1s2p$ exchange integral, 2714 cm$^{-1}$. Diagonalizing $V$ together with this gap in the 12 states of $^3P$ and $^1P$ gives $\delta=-6.53\times10^{-5}$ cm$^{-1}$. Since $^1P$ has $J=1$, only the three triplet states with $J=1$ are coupled, each to one partner. The formula then yields

$$|V_{ts}|^2=\frac{9(2714)(6.53\times10^{-5})}{3}=0.532\ \text{cm}^{-2},$$

so the coupling is 0.73 cm$^{-1}$. It is comparable with the fine structure itself, but the large gap makes its effect on the average small. Terms outside these 12 states are left out of the estimate, and the model gap exceeds the observed separation of about 2050 cm$^{-1}$ by a third, so $\delta$ gives only the size of the effect in real helium.

**Q.** So if two terms lie close together, I should not use the theorem for each one?

**A.** Not for the observed levels of each one if $V$ couples the two terms, because $|V_{ts}|^2/\Delta$ need not be small when $\Delta$ is. The trace over both terms together is still safe within the space they span. Diagonalization preserves it, and the diagonal blocks of $V$ contribute zero. In the helium model the singlet levels rise, in total, by as much as the triplet levels fall. What is lost is the right to assign a separate, unshifted centre of gravity to each term.
